# Elastic relaxation of shallow coherent islands is linear in facet slope

A coherent square pyramid with a 20 nm base and a facet slope of 0.2 releases, in the linear law derived below, 0.458 eV per nm³ of its volume. This is 25% of the 1.80 eV/nm³ that a flat film with the same 4% misfit would store. Doubling the base at fixed slope leaves the 25% unchanged; halving the slope at fixed base halves it. Why does the slope set this number, and the size drop out?

## What is held fixed

The island occupies $0<z<h(\mathbf x)$ above a deep substrate $z<0$, with $\mathbf x=(x,y)$. Its profile is

$$h(\mathbf x)=s\,L\,\varphi(\mathbf x/L),$$

where $L$ is the lateral size, $\varphi$ a fixed dimensionless shape with $|\nabla\varphi|=1$ on the facets, and $s$ the facet slope (the tangent of the facet angle). Strict self-similarity enlarges all lengths together and keeps $s$ constant. To vary $s$ we stretch the whole profile vertically at fixed $\varphi$. The linear law refers to this family; another way of steepening an island can break it, as shown below.

Island and substrate are isotropic with the same Young modulus $E$ and Poisson ratio $\nu$. The island is isolated and free of dislocations. Surface and edge energies are accounted for separately.

## The energy to be minimized

As reference state, take the island strained laterally by $\varepsilon$ along $x$ and $y$ to match the substrate, and free to strain along $z$. Then $\sigma_{zz}=0$ and

$$\sigma_{xx}=\sigma_{yy}=\sigma_0=\frac{E\varepsilon}{1-\nu},\qquad w_0=\tfrac12(\sigma_0\varepsilon+\sigma_0\varepsilon)=\frac{E\varepsilon^2}{1-\nu}.$$

Here $w_0$ is the energy density of the unrelaxed film. A compressed film has negative $\varepsilon$, which reverses the displacements but leaves every energy unchanged.

Let $\mathbf u$ be the further displacement, with strain $e_{ij}$ and elastic tensor $C$. The stress $\sigma_0$ exists in the island and not in the substrate, so the energy change is

$$U[\mathbf u]=\sigma_0\int_{\rm island}(e_{xx}+e_{yy})\,dV+\tfrac12\int_{\rm all}e\,C\,e\,dV .$$

Its minimum is the relaxation energy $U_{\rm rel}$. It is negative, since $\mathbf u=0$ gives zero. What grows with slope is its magnitude.

## The shallow limit

In a shallow island the lateral displacement hardly changes between base and top. Replacing it by its value at $z=0$ and integrating by parts gives

$$\sigma_0\int h\,\nabla\!\cdot\mathbf u\,d^2x=-\int\mathbf f\cdot\mathbf u\,d^2x,\qquad \mathbf f=\sigma_0\nabla h .$$

The boundary term vanishes because $h=0$ at the rim. The island therefore acts on a flat half-space as a tangential force per area $\mathbf f$, proportional to the local slope. A uniform wetting layer of the same material adds a constant to $h$ and does not change $\mathbf f$.

The neglected terms can be sized by scaling. The force is of order $\sigma_0s$, the displacement of order $\sigma_0sL/E$, and the strain of order $\sigma_0s/E$. In this limit the strain has logarithmic singularities at the facet edges and at the apex, and their squares are integrable.

- The substrate energy, force times displacement times area, is of order $\sigma_0^2s^2L^3/E$.
- The island's own relaxation strain energy is a density $\sigma_0^2s^2/E$ times a volume $sL^3$, which is of order $s^3$.
- The displacement changes through the height by about $sL\times\sigma_0s/E$. Multiplied by $\mathbf f$ and the area, this is also of order $s^3$.

Since the volume is proportional to $s$, the leading energy per volume is of order $s$ and the correction of order $s^2$.

## Response of the half-space

Consider one Fourier component of the force, varying along $x$ with wavenumber $q$. Because $\mathbf f$ is a gradient, each component points along its own wavevector, and the problem is one of plane strain. Take the Airy function

$$\Phi=A\,z\,e^{qz}\sin qx ,$$

which is biharmonic, being $z$ times a harmonic function, and decays into the substrate. The stresses are

$$\sigma_{xx}=\partial_z^2\Phi=A(2q+q^2z)e^{qz}\sin qx,$$
$$\sigma_{zz}=\partial_x^2\Phi=-Aq^2z\,e^{qz}\sin qx,$$
$$\sigma_{xz}=-\partial_x\partial_z\Phi=-Aq(1+qz)e^{qz}\cos qx .$$

At $z=0$ the normal traction vanishes, as required, and the tangential traction is $t=-Aq\cos qx$. With $\sigma_{zz}=0$ there, plane strain gives

$$e_{xx}=\frac{1-\nu^2}{E}\sigma_{xx}=\frac{2(1-\nu^2)Aq}{E}\sin qx .$$

Integrating over $x$,

$$u_x=-\frac{2(1-\nu^2)A}{E}\cos qx=\frac{2(1-\nu^2)}{E\,q}\,t .$$

The surface also moves vertically, but $\mathbf f$ has no vertical component and does no work on that motion.

## Energy and scaling

At equilibrium the stored energy is half the work $\int\mathbf f\cdot\mathbf u$, so the minimum is $U_{\rm rel}=-\tfrac12\int\mathbf f\cdot\mathbf u\,d^2x$. With $h_{\mathbf q}=\int h\,e^{-i\mathbf q\cdot\mathbf x}d^2x$ we have $\mathbf f_{\mathbf q}=i\sigma_0\mathbf q h_{\mathbf q}$. Parseval's theorem gives

$$U_{\rm rel}=-\frac12\int\frac{d^2q}{(2\pi)^2}\,\frac{2(1-\nu^2)}{Eq}\,\sigma_0^2q^2|h_{\mathbf q}|^2=-\frac{(1-\nu^2)\sigma_0^2}{E}\,Q[h],$$

$$Q[h]=\int\frac{d^2q}{(2\pi)^2}\,q\,|h_{\mathbf q}|^2 .$$

Inserting $\sigma_0$ turns the prefactor into

$$\frac{(1-\nu)(1+\nu)}{E}\,\frac{E^2\varepsilon^2}{(1-\nu)^2}=(1+\nu)w_0 .$$

For the scaling it helps to return to real space. Write $q|h_{\mathbf q}|^2=|\mathbf qh_{\mathbf q}|^2/q$ and use that $1/q$ is the transform of $1/(2\pi|\mathbf x|)$:

$$Q[h]=\frac1{2\pi}\iint\frac{\nabla h(\mathbf x)\cdot\nabla'h(\mathbf x')}{|\mathbf x-\mathbf x'|}\,d^2x\,d^2x' .$$

Now set $\mathbf x=L\boldsymbol\xi$. The two gradients give $s^2$, the two area elements $L^4$, and the inverse distance $L^{-1}$. Hence $Q[h]=s^2L^3Q[\varphi]$, while $V=sL^3\int\varphi\,d^2\xi$. The ratio is

$$\boxed{\frac{|U_{\rm rel}|}{V}=w_0(1+\nu)\,k\,s+O(s^2),\qquad k=\frac{Q[\varphi]}{\int\varphi\,d^2\xi}}$$

The driving force carries one factor of $s$, the displacement it produces carries another, and division by the volume removes one. The size cancels because a larger island feels the same force per area, and its displacement grows in proportion to $L$, as its height does.

## Shape factors

**Cone.** Take unit base radius and unit slope, $h=1-\rho$. Since $\rho J_0(q\rho)=\frac{d}{d\rho}[\rho J_1(q\rho)/q]$, integration by parts gives

$$h_q=2\pi\int_0^1h\,J_0(q\rho)\rho\,d\rho=\frac{2\pi}{q}B(q),\qquad B(q)=\int_0^1\rho J_1(q\rho)\,d\rho .$$

Thus $Q=\int_0^\infty\frac{q\,dq}{2\pi}\,q\,h_q^2=2\pi\int_0^\infty B^2dq$. With $V=\pi/3$, $k=6\int_0^\infty B^2dq$.

Expanding $B^2$ requires $\int_0^\infty J_1(q\rho)J_1(q\rho')dq$. The addition theorem for $J_0$, together with $\int_0^\infty J_0(qD)dq=1/D$, turns this into $I(\kappa)/\rho_>$, where $\kappa=\rho_</\rho_>$ is the ratio of the smaller to the larger radius and

$$I(\kappa)=\frac1\pi\int_0^\pi\frac{\cos\theta\,d\theta}{\sqrt{1+\kappa^2-2\kappa\cos\theta}} .$$

The two orderings of the radii contribute equally. With $\rho_<=\kappa\rho_>$,

$$\int_0^\infty B^2dq=2\int_0^1\rho_>^2d\rho_>\int_0^1\kappa I\,d\kappa=\frac23\int_0^1\kappa I\,d\kappa .$$

Let $a_n=\binom{2n}{n}/4^n$. The inverse root is $|1-\kappa e^{i\theta}|^{-1}=\sum_{m,n}a_ma_n\kappa^{m+n}e^{i(m-n)\theta}$, so $\kappa I=\sum_{n\ge1}a_na_{n-1}\kappa^{2n}$. The complete elliptic integrals of modulus $\kappa$ are

$$K=\frac\pi2\sum_{n\ge0}a_n^2\kappa^{2n},\qquad \mathcal E=\frac\pi2\sum_{n\ge0}\frac{a_n^2\kappa^{2n}}{1-2n} .$$

Their difference has coefficients $\frac\pi2a_n^2\frac{2n}{2n-1}=\frac\pi2a_na_{n-1}$, because $a_n=a_{n-1}(2n-1)/(2n)$. Therefore $\kappa I=\frac2\pi(K-\mathcal E)$.

Integrating the definitions of $K$ and $\mathcal E$ over $\kappa$ first gives

$$\int_0^1K\,d\kappa=\int_0^{\pi/2}\frac{\psi}{\sin\psi}d\psi=2G,$$
$$\int_0^1\mathcal E\,d\kappa=\frac12\int_0^{\pi/2}\Big(\cos\psi+\frac{\psi}{\sin\psi}\Big)d\psi=G+\frac12 .$$

The substitution $t=\tan(\psi/2)$ turns the first integral into $2\int_0^1(\arctan t)/t\,dt$, which is twice Catalan's constant $G=\sum_n(-1)^n/(2n+1)^2$. Finally,

$$k_{\rm cone}=4\cdot\frac2\pi\Big(2G-G-\frac12\Big)=\frac8\pi\Big(G-\frac12\Big)=1.059 .$$

**Square pyramid.** Take half-base 1 and unit slope, so $V=4/3$. Gradients on adjacent facets are orthogonal and drop out. Let $S$ be the double integral of inverse distance over one triangular facet projection with itself, and $O$ that over two opposite ones. There are four ordered pairs of each kind, so

$$k_{\rm pyr}=\frac34\cdot\frac{4(S-O)}{2\pi}=\frac{3}{2\pi}(S-O).$$

For the inner integral use $\nabla\cdot\hat{\boldsymbol\rho}=1/\rho$. An edge at signed distance $d$ (positive on the inner side), with endpoints at $l_1$ and $l_2$ along it, contributes $d\,[\operatorname{arsinh}(l_2/|d|)-\operatorname{arsinh}(l_1/|d|)]$. Gauss quadrature of the outer integral with 40 points per direction gives $k_{\rm pyr}=0.992$.

## When steepening is not linear

Consider a flat-topped cone with base radius 1 and height fixed at 0.05. At slope 0.1 the top radius is $\beta=0.5$; at slope 0.2 it is $0.75$. The shape itself changes. The lower limit in $B$ becomes $\beta$ and the volume becomes $\pi s(1-\beta^3)/3$, so

$$k(\beta)=\frac{6}{1-\beta^3}\int_0^\infty\Big[\int_\beta^1\rho J_1(q\rho)d\rho\Big]^2dq .$$

Numerical quadrature shows that doubling the slope raises the relaxation energy per volume by a factor of 1.245, not 2. The force is stronger but acts on a narrower ring. An implementation must therefore recompute $k$ whenever the truncation ratio changes.

## Worked example

The inputs are $E=130$ GPa, $\nu=0.28$, $\varepsilon=0.04$, $s=0.2$ and base 20 nm. The height is $0.2\times10=2$ nm and the volume $20^2\times2/3=266.7$ nm³. Then

$$\sigma_0=\frac{130\times0.04}{0.72}=7.22\ \text{GPa},\qquad w_0=7.22\times0.04=0.289\ \text{GPa}=1.803\ \text{eV/nm}^3,$$

$$\frac{|U_{\rm rel}|}{w_0V}=1.28\times0.992\times0.2=0.254 .$$

The relaxation energy per volume is $0.254\times1.803=0.458$ eV/nm³, or 73.4 MJ/m³. The whole island releases 122 eV.

**Finite slope.** Minimizing the full functional $U[\mathbf u]$ for cones, by axisymmetric finite elements with the substrate clamped at 12 base radii, gives these relaxed fractions:

| Slope | Full elasticity | Linear law |
|---|---|---|
| 0.02 | 0.0269 | 0.0271 |
| 0.04 | 0.0534 | 0.0542 |
| 0.10 | 0.1300 | 0.1356 |
| 0.20 | 0.2465 | 0.2712 |

The shortfall relative to the linear law grows from 0.8% to 9%, nearly in proportion to $s$, as a second-order correction to the energy per volume should. Using the cone's factor of 0.909 as a proxy for the pyramid lowers 122 eV to 111 eV. The proxy is probably mild. Expanding the energy to the next order in $s$ gives a relative shortfall of about $0.36\,s$ for the cone and $0.44\,s$ for the pyramid, which would put the pyramid nearer 108 eV.

**Surface energy.** If facets and the covered surface both cost 1 J/m², the extra area costs $\gamma L^2(\sqrt{1+s^2}-1)=49$ eV. At fixed slope this grows as $L^2$ and the relaxation as $L^3$. In the linear law they balance at a base of $20\times49.4/122.1\approx8$ nm. This size belongs to the assumed equal, strain-independent surface energies. The energy of the germanium {105} facet falls under compression, so the 49 eV and the 8 nm should not be read as values for real pyramids.

## Comparison with germanium-rich islands on silicon

The inputs are rough values in the regime of germanium-rich islands on silicon (001), where shallow pyramids have {105} facets, of slope 1/5 by geometry. The model omits several features of that system. Each is varied alone here, with the other inputs fixed.

- **Intermixing.** For the inputs chosen here, this changes the relaxation energy more than any other item in the list. If the island is a uniform mixture with 70% film material and misfit is proportional to composition, the energy is multiplied by $0.7^2=0.49$. Applied to 111 eV this leaves about 54 eV, close to the surface cost.
- **Cubic anisotropy.** Raise the shear constant $C_{44}$ from the isotropic 50.8 GPa to a rough 80 GPa, keeping $E$ and $\nu$ along [100], with base edges along [100]. The surface response was computed variationally for each wave direction and averaged over direction with the pyramid's weight $\int q^2|h_{\mathbf q}|^2\,dq$. The energy is multiplied by 0.82.
- **Softer island.** With island modulus $E_i$, substrate modulus $E_s$ and equal $\nu$, the force contains $E_i$ and the response $1/E_s$. The relaxed fraction of the island's own $w_0$ then gains a factor $E_i/E_s$ at leading order. For a ratio of 0.8, finite elements at slope 0.2 give 0.88 instead, so the leading-order factor overstates the loss there. As $w_0$ is also multiplied by 0.8, the energy itself is multiplied by about 0.70.
- **Neighbours.** Two islands couple through twice the cross term of $Q$. Integrating by parts twice, with $\nabla^2(1/\rho)=1/\rho^3$ in the plane, gives a repulsion $w_0(1+\nu)V^2/(\pi d^3)$ at large separation $d$. A square array of 40 nm pitch, with near neighbours integrated directly, reduces the relaxation by 3%.
- **Temperature.** Germanium has the larger lattice constant, so the film is compressed. If it also expands more than the substrate, by $3\times10^{-6}$ per kelvin, heating by 600 K adds 0.0018 to the magnitude of the misfit, which raises the energy by 9%. In a stretched film the same difference would reduce the misfit.

Coherence itself is not secure. The equilibrium condition makes the linear term of $U$ equal to $2U_{\rm rel}$, so the mean in-plane stress falls by about the relaxed fraction, $0.254\times0.909=0.23$, to 5.55 GPa. One misfit dislocation with Burgers length $b=0.4$ nm across the middle, where the cross-section is $20\times2/2=20$ nm², would gain about 277 eV if the mean stress acted on that section. This section passes through the apex and is more relaxed than the average. In the linear law its stress falls by 0.375 instead of 0.254, which gives 226 eV; the finite-slope correction to this section value is not computed here for the pyramid. A line-energy estimate of logarithmic accuracy for an edge dislocation below a free surface,

$$\frac{Eb^2L}{8\pi(1-\nu^2)}\ln\frac{2\bar h}{b/2},$$

with mean depth $\bar h=1$ nm and core radius $b/2$, gives a cost of about 258 eV. It omits constants of order one beside the logarithm, which is itself only 2.3. The estimate is therefore too rough to decide between gain and cost. At fixed slope the gain grows as $L^2$ and the cost as $L\ln L$, so within this estimate larger islands favour dislocations, and the coherent law should then be used only where their absence is known. The estimate assumes a pure edge dislocation and a fixed slope. In germanium on silicon the first dislocations are usually of 60° type, with about half the in-plane edge component, and growing pyramids usually steepen into domes before dislocations enter.
